**Relative sign of the direct and exchange diagrams in Møller scattering**

The program tests the tree amplitude M = e²(A/t − B/u), where A and B are the direct and exchange spinor chains, s, t and u are the Mandelstam variables, and m is the electron mass. It builds explicit operator matrices on four modes and asserts that anticommuting operators give the minus sign, while operators that commute between modes give a plus. It also asserts that spinor phases leave the interference unchanged and that the currents are conserved. Explicit sums over Dirac spinors are compared with the trace formulas, the massless angular distributions and the mass-dependent ratio at 90°. For massless electrons at 90° the output shows 9α²/s with the correct sign and α²/s with the wrong one, or 186.6 and 20.7 nb/sr at a centre-of-mass energy of 1 GeV. The ratio of correct to wrong at 90° rises from 1/3 near threshold, through 1 at s = 6m², towards 9 at high energy. At s = 6m² the unpolarized cross sections agree, but the polarized example printed still distinguishes the signs.

## Check in Python

```python
"""
Moller scattering e-(1) e-(2) -> e-(3) e-(4) at tree level.

Result under test: M = e^2 (A/t - B/u), with
  A = (ubar3 gamma^mu u1)(ubar4 gamma_mu u2),
  B = (ubar4 gamma^mu u1)(ubar3 gamma_mu u2).
The relative minus sign follows from anticommuting electron operators.
For massless unpolarized electrons at 90 degrees in the centre-of-mass
frame it gives dsigma/dOmega = 9 alpha^2/s; a plus sign gives alpha^2/s.

s, t, u: Mandelstam variables; m: electron mass; theta: scattering angle.
Natural units, metric (+,-,-,-), spinors normalized to ubar u = 2m.
Amplitudes below are divided by e^2.
"""
import itertools
import numpy as np
from scipy import constants as const

metric = np.array([1.0, -1.0, -1.0, -1.0])
one2 = np.eye(2)
zero2 = np.zeros((2, 2))
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma = np.array([np.block([[zero2, one2], [one2, zero2]]).astype(complex)]
                 + [np.block([[zero2, k], [-k, zero2]]) for k in pauli])
gamma0_gamma = np.array([gamma[0] @ g for g in gamma])


def square(p):
    return float(np.sum(metric * p * p))


def electrons(s, m, theta, fixed_axis=False, phases=None):
    """Momenta and spinors of electrons 1..4 (array indices 0..3).

    Spin index 0/1 is helicity +/-, or spin up/down along z if fixed_axis.
    """
    energy = np.sqrt(s) / 2
    momentum = np.sqrt(s / 4 - m * m)
    p_list, u_list = [], []
    for angle in (0.0, np.pi, theta, theta + np.pi):
        vec = momentum * np.array([np.sin(angle), 0.0, np.cos(angle)])
        half = angle / 2
        if fixed_axis:
            two_spinors = np.eye(2)
        else:
            two_spinors = np.array([[np.cos(half), np.sin(half)],
                                    [-np.sin(half), np.cos(half)]])
        p_sigma = np.einsum('i,ijk->jk', vec, pauli)
        norm = np.sqrt(2 * (energy + m))
        upper = ((energy + m) * one2 - p_sigma) / norm
        lower = ((energy + m) * one2 + p_sigma) / norm
        u_list.append([np.concatenate([upper @ x, lower @ x])
                       for x in two_spinors])
        p_list.append(np.concatenate([[energy], vec]))
    p, u = np.array(p_list), np.array(u_list)
    if phases is not None:
        u = u * np.exp(1j * phases)[:, :, None]
    return p, u


def current(u, a, b):
    """ubar_a gamma^mu u_b, indices (spin a, spin b, mu)."""
    return np.einsum('hi,mij,kj->hkm', u[a].conj(), gamma0_gamma, u[b])


def chains(u):
    """Spinor products A and B, indices (spin 3, spin 4, spin 1, spin 2)."""
    A = np.einsum('acm,bdm,m->abcd', current(u, 2, 0), current(u, 3, 1), metric)
    B = np.einsum('bcm,adm,m->abcd', current(u, 3, 0), current(u, 2, 1), metric)
    return A, B


def diagrams(s, m, theta, **options):
    """Direct term A/t and exchange chain B/u, before choosing a sign."""
    p, u = electrons(s, m, theta, **options)
    A, B = chains(u)
    return A / square(p[0] - p[2]), B / square(p[0] - p[3])


def reduced_cross_section(s, m, theta, sign):
    """(s/alpha^2) dsigma/dOmega from the explicit spin sum."""
    direct, exchange = diagrams(s, m, theta)
    average = np.sum(abs(direct + sign * exchange) ** 2) / 4
    return average * (4 * np.pi) ** 2 / (64 * np.pi ** 2)


# The spinors solve the Dirac equation and have conserved currents.
for s, m in ((1.0, 0.0), (7.0, 1.0)):
    p, u = electrons(s, m, 0.8)
    for k in range(4):
        slash = np.einsum('m,mij->ij', metric * p[k], gamma)
        assert np.allclose((slash - m * np.eye(4)) @ u[k].T, 0, atol=1e-12)
    for a, b in ((2, 0), (3, 1), (3, 0), (2, 1)):
        divergence = current(u, a, b) @ (metric * (p[a] - p[b]))
        assert np.allclose(divergence, 0, atol=1e-12)


# Relative sign from explicit operator matrices on four modes.
def annihilators(string_sign):
    """string_sign -1: fermions; +1: operators commuting between modes."""
    string = np.diag([1.0, string_sign])
    lowering = np.array([[0.0, 1.0], [0.0, 0.0]])
    result = []
    for k in range(4):
        matrix = np.eye(1)
        for j in range(4):
            factor = string if j < k else lowering if j == k else one2
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def operator_amplitude(ops, p, u, spins, out_order):
    """Matrix element of the normal-ordered current-current interaction."""
    vacuum = np.zeros(16)
    vacuum[0] = 1.0
    ket = ops[0].T @ ops[1].T @ vacuum
    out = ops[out_order[0]].T @ ops[out_order[1]].T @ vacuum
    total = 0.0
    for a, c in ((2, 3), (3, 2)):
        for b, d in ((0, 1), (1, 0)):
            j_ab = current(u, a, b)[spins[a], spins[b]]
            j_cd = current(u, c, d)[spins[c], spins[d]]
            strength = np.sum(metric * j_ab * j_cd) / square(p[a] - p[b])
            moved = ops[a].T @ ops[c].T @ ops[d] @ ops[b] @ ket
            total += 0.5 * strength * (out @ moved)
    return total


fermi, commuting = annihilators(-1.0), annihilators(1.0)
for i, j in itertools.product(range(4), repeat=2):
    anti = fermi[i] @ fermi[j].T + fermi[j].T @ fermi[i]
    assert np.allclose(anti, np.eye(16) * (i == j))
    assert np.allclose(fermi[i] @ fermi[j] + fermi[j] @ fermi[i], 0)

p, u = electrons(7.0, 1.0, 0.8)
direct, exchange = diagrams(7.0, 1.0, 0.8)
for spins in itertools.product((0, 1), repeat=4):
    index = (spins[2], spins[3], spins[0], spins[1])
    minus = direct[index] - exchange[index]
    plus = direct[index] + exchange[index]
    assert np.isclose(operator_amplitude(fermi, p, u, spins, (2, 3)), minus)
    assert np.isclose(operator_amplitude(fermi, p, u, spins, (3, 2)), -minus)
    assert np.isclose(operator_amplitude(commuting, p, u, spins, (2, 3)), plus)

# Signs of the two operator contractions, with unit coefficients.
vacuum = np.zeros(16)
vacuum[0] = 1.0


def contraction(ops, a, c):
    ket = ops[0].T @ ops[1].T @ vacuum
    out = ops[2].T @ ops[3].T @ vacuum
    return out @ ops[a].T @ ops[c].T @ ops[1] @ ops[0] @ ket


# Arbitrary spinor phases cannot change the interference.
random_phases = np.random.default_rng(4).uniform(0, 2 * np.pi, (4, 2))
d_new, x_new = diagrams(7.0, 1.0, 0.8, phases=random_phases)
assert np.allclose(d_new * x_new.conj(), direct * exchange.conj())
assert not np.allclose(d_new, direct)

# Spin sums against the trace results, including masses.
for s, m, theta in ((1.0, 0.0, 0.7), (5.0, 1.0, 1.1), (6.0, 1.0, 0.6),
                    (20.0, 1.0, 2.0)):
    p, u = electrons(s, m, theta)
    t, v = square(p[0] - p[2]), square(p[0] - p[3])
    A, B = chains(u)
    trace_A = 8 * (s**2 + v**2 + 8 * m**2 * t - 8 * m**4)
    trace_B = 8 * (s**2 + t**2 + 8 * m**2 * v - 8 * m**4)
    trace_AB = -8 * (s - 2 * m**2) * (s - 6 * m**2)
    assert np.isclose(np.sum(abs(A) ** 2), trace_A, rtol=1e-10)
    assert np.isclose(np.sum(abs(B) ** 2), trace_B, rtol=1e-10)
    assert np.isclose(np.sum(A * B.conj()), trace_AB, atol=1e-10 * s**2)

# Massless helicity structure and angular distributions.
for theta in (0.4, 1.0, np.pi / 2, 2.3):
    c, sin4 = np.cos(theta), np.sin(theta) ** 4
    right = reduced_cross_section(1.0, 0.0, theta, -1)
    wrong = reduced_cross_section(1.0, 0.0, theta, +1)
    assert np.isclose(right, (3 + c**2) ** 2 / sin4, rtol=1e-10)
    assert np.isclose(wrong, (1 + 14 * c**2 + c**4) / sin4, rtol=1e-10)
    p, u = electrons(1.0, 0.0, theta)
    A, B = chains(u)
    for h in (0, 1):
        assert np.isclose(A[h, h, h, h], -B[h, h, h, h])
        assert np.isclose(abs(A[h, h, h, h]), 2.0)
    assert np.isclose(abs(A[0, 1, 0, 1]), 2 * abs(square(p[0] - p[3])))
    assert np.isclose(abs(B[1, 0, 0, 1]), 2 * abs(square(p[0] - p[2])))
    assert np.isclose(B[0, 1, 0, 1], 0) and np.isclose(A[1, 0, 0, 1], 0)

right90 = reduced_cross_section(1.0, 0.0, np.pi / 2, -1)
wrong90 = reduced_cross_section(1.0, 0.0, np.pi / 2, +1)
assert np.isclose(right90, 9) and np.isclose(wrong90, 1)


# Effect of the mass on the ratio at 90 degrees.
def ratio90(s, m):
    return (reduced_cross_section(s, m, np.pi / 2, -1)
            / reduced_cross_section(s, m, np.pi / 2, +1))


def ratio90_formula(s, m):
    return (9 * s**2 - 56 * s * m**2 + 96 * m**4) / (s * (s + 8 * m**2))


for s in (4.01, 5.0, 6.0, 10.0, 100.0):
    assert np.isclose(ratio90(s, 1.0), ratio90_formula(s, 1.0), rtol=1e-8)
near_threshold = 4 * (1 + 1e-6)
assert abs(ratio90(near_threshold, 1.0) - 1 / 3) < 1e-4
for theta in (0.3, 1.0, np.pi / 2):
    assert np.isclose(reduced_cross_section(6.0, 1.0, theta, -1),
                      reduced_cross_section(6.0, 1.0, theta, +1), rtol=1e-10)
d6, x6 = diagrams(6.0, 1.0, np.pi / 2)
polar_right = abs(d6[0, 0, 0, 0] - x6[0, 0, 0, 0]) ** 2
polar_wrong = abs(d6[0, 0, 0, 0] + x6[0, 0, 0, 0]) ** 2
assert polar_right > 2 * polar_wrong + 1

# Slow electrons with parallel spins: correct sign cancels at 90 degrees.
d_slow, x_slow = diagrams(near_threshold, 1.0, np.pi / 2, fixed_axis=True)
d_up, x_up = d_slow[0, 0, 0, 0], x_slow[0, 0, 0, 0]
pauli_right = abs(d_up - x_up) / abs(d_up)
pauli_wrong = abs(d_up + x_up) / abs(d_up)
assert pauli_right < 1e-4 and abs(pauli_wrong - 2) < 1e-4

# Worked example at a centre-of-mass energy of 1 GeV.
root_s = 1.0
s_example = root_s ** 2
alpha = const.fine_structure
hbar_c = const.hbar * const.c / (const.e * 1e9)
gev2_to_nb = hbar_c ** 2 / 1e-37
mass = const.m_e * const.c ** 2 / (const.e * 1e9)
unit_nb = alpha ** 2 / s_example * gev2_to_nb
ratio_real = ratio90(s_example, mass)
assert np.isclose(ratio_real, ratio90_formula(s_example, mass), rtol=1e-9)


def clean(z):
    assert abs(np.imag(z)) < 1e-10
    return round(float(np.real(z)), 6) + 0.0


print("Operator contractions (direct, exchange), dimensionless")
print(f"  anticommuting: {contraction(fermi, 2, 3):+.0f}, "
      f"{contraction(fermi, 3, 2):+.0f}")
print(f"  commuting: {contraction(commuting, 2, 3):+.0f}, "
      f"{contraction(commuting, 3, 2):+.0f}")
print("Massless 90 deg: A/t, B/u, A/t-B/u, A/t+B/u (units e^2)")
d90, x90 = diagrams(1.0, 0.0, np.pi / 2)
for label, index in (("++ -> ++", (0, 0, 0, 0)), ("+- -> +-", (0, 1, 0, 1)),
                     ("+- -> -+", (1, 0, 0, 1))):
    d, x = d90[index], x90[index]
    print(f"  {label}: {clean(d):.3f}, {clean(x):.3f}, "
          f"{clean(d - x):.3f}, {clean(d + x):.3f}")
print("Spin-averaged |M|^2 at 90 deg (units e^4)")
print(f"  correct sign: {np.sum(abs(d90 - x90)**2) / 4:.3f}")
print(f"  wrong sign: {np.sum(abs(d90 + x90)**2) / 4:.3f}")
print("Massless dsigma/dOmega (units alpha^2/s): correct, wrong, ratio")
for degrees in (90, 60, 30):
    theta = np.radians(degrees)
    right = reduced_cross_section(1.0, 0.0, theta, -1)
    wrong = reduced_cross_section(1.0, 0.0, theta, +1)
    print(f"  {degrees} deg: {right:.4f}, {wrong:.4f}, {right / wrong:.4f}")
print(f"Centre-of-mass energy: {root_s:.3f} GeV")
print(f"Fine-structure constant: {alpha:.9f}")
print(f"(hbar c)^2: {gev2_to_nb:.2f} nb GeV^2")
print(f"alpha^2/s: {unit_nb:.4f} nb/sr")
print(f"90 deg, correct sign: {right90 * unit_nb:.3f} nb/sr")
print(f"90 deg, wrong sign: {wrong90 * unit_nb:.3f} nb/sr")
print(f"Electron mass: {mass:.9f} GeV")
print(f"m^2/s in the example: {mass**2 / s_example:.4e}")
print(f"90 deg ratio with electron mass: {ratio_real:.7f}")
print("Correct/wrong ratio at 90 deg against s/m^2")
for s in (near_threshold, 5.0, 6.0, 10.0, 100.0, 10000.0):
    print(f"  s/m^2 = {s:.6f}: {ratio90(s, 1.0):.5f}")
print("s = 6 m^2, 90 deg, ++ -> ++: |M|^2 (units e^4)")
print(f"  correct sign: {polar_right:.4f}")
print(f"  wrong sign: {polar_wrong:.4f}")
print(f"Slow parallel spins, 90 deg, s/m^2 = {near_threshold:.6f}")
print(f"  |M|/|direct|, correct sign: {pauli_right:.2e}")
print(f"  |M|/|direct|, wrong sign: {pauli_wrong:.6f}")
print("all assertions hold")
```

Running it gives:

```
Operator contractions (direct, exchange), dimensionless
  anticommuting: +1, -1
  commuting: +1, +1
Massless 90 deg: A/t, B/u, A/t-B/u, A/t+B/u (units e^2)
  ++ -> ++: -4.000, 4.000, -8.000, 0.000
  +- -> +-: -2.000, 0.000, -2.000, -2.000
  +- -> -+: 0.000, 2.000, -2.000, 2.000
Spin-averaged |M|^2 at 90 deg (units e^4)
  correct sign: 36.000
  wrong sign: 4.000
Massless dsigma/dOmega (units alpha^2/s): correct, wrong, ratio
  90 deg: 9.0000, 1.0000, 9.0000
  60 deg: 18.7778, 8.1111, 2.3151
  30 deg: 225.0000, 193.0000, 1.1658
Centre-of-mass energy: 1.000 GeV
Fine-structure constant: 0.007297353
(hbar c)^2: 389379.37 nb GeV^2
alpha^2/s: 20.7350 nb/sr
90 deg, correct sign: 186.615 nb/sr
90 deg, wrong sign: 20.735 nb/sr
Electron mass: 0.000510999 GeV
m^2/s in the example: 2.6112e-07
90 deg ratio with electron mass: 8.9999666
Correct/wrong ratio at 90 deg against s/m^2
  s/m^2 = 4.000004: 0.33333
  s/m^2 = 5.000000: 0.63077
  s/m^2 = 6.000000: 1.00000
  s/m^2 = 10.000000: 2.42222
  s/m^2 = 100.000000: 7.82370
  s/m^2 = 10000.000000: 8.98721
s = 6 m^2, 90 deg, ++ -> ++: |M|^2 (units e^4)
  correct sign: 144.0000
  wrong sign: 0.0000
Slow parallel spins, 90 deg, s/m^2 = 4.000004
  |M|/|direct|, correct sign: 2.33e-16
  |M|/|direct|, wrong sign: 2.000000
all assertions hold
```
